# The Gygi-Baldereschi auxiliary function on a simple cubic lattice

## What dimensions and symmetry decide

Exchange and GW self-energies require Brillouin-zone averages of integrands that behave as $A/q^2$ near $\mathbf q=0$. The integral converges, because $d^3q$ supplies $q^2\,dq$, but a mesh point at the origin has no finite value. Suppose that the mesh spacing is $h$ and that this point is left out. Near the singularity $h$ is the only length in reciprocal space, so the error of the sum for $\int d^3q\,A/q^2$ must be a pure number times

$$A\,h^3\,h^{-2}=A\,h .$$

The error is therefore of first order in $h$, however smooth the rest of the integrand is.

Symmetry indicates the cure. A long-wavelength coefficient of the form $\hat{\mathbf q}\cdot T\hat{\mathbf q}$ has a tensor $T$ that cubic symmetry makes a multiple of the unit matrix. The singularity is then described by one number $A$, and one reference function can remove it. If what remains is bounded, the same counting gives $h^3h^0=h^3$. The design task is to find that reference function.

## The integrand and the naive sum

Hartree atomic units are used. The lattice is simple cubic with constant $a$ and cell volume $\Omega=a^3$. The mesh is $N\times N\times N$ and contains $\Gamma$. With $L=Na$,

$$h=\frac{2\pi}{L},\qquad \frac1{N^3}=\frac{\Omega h^3}{(2\pi)^3},\qquad I[F]=\frac{\Omega}{(2\pi)^3}\int_{BZ}F\,d^3q .$$

For an occupied state $n\mathbf k$ of an insulator, the expectation value of the exchange self-energy is $-I[F]$, where

$$F(\mathbf q)=\frac{4\pi}{\Omega}\sum_{\mathbf G}\sum_m^{occ}\frac{|M_m(\mathbf q+\mathbf G)|^2}{|\mathbf q+\mathbf G|^2},\qquad M_m(\mathbf q+\mathbf G)=\langle n\mathbf k|e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}|m\,\mathbf k+\mathbf q\rangle .$$

At $\mathbf G=0$ the sum $\sum_m|M_m|^2$ is the squared length of a normalized function projected on the occupied space. It is at most 1 and equals 1 at $\mathbf q=0$. A smooth function has no linear term at a maximum, so the sum is $1+O(q^2)$ and $A=4\pi/\Omega$. The quadratic term divided by $q^2$ is bounded but may depend on direction.

This motivates the following class of integrands: $F$ is periodic, smooth away from $\Gamma$, and near $\Gamma$

$$F=\frac A{q^2}+\frac{\mathbf b\cdot\mathbf q}{q^2}+R,\qquad |\partial^mR|\le C_m|\mathbf q|^{-m}. \tag{1}$$

Here $\partial^m$ is any derivative of order $m$. The odd term does no harm: replacing $F(\mathbf q)$ by $[F(\mathbf q)+F(-\mathbf q)]/2$ changes neither the integral nor the sum over the inversion-symmetric mesh, and it removes $\mathbf b$.

The naive sum $S_N[F]$ is the mesh average with the divergent term dropped. At $\mathbf q=0$ the terms with $\mathbf G\ne0$ are finite and are kept.

## How large the naive error is

A function whose mesh error can be found in closed form, up to exponentially small terms, supplies the missing number. Take

$$E(\mathbf q)=\sum_{\mathbf G}\frac{e^{-\sigma^2|\mathbf q+\mathbf G|^2}}{|\mathbf q+\mathbf G|^2}.$$

As $\mathbf q$ runs over the mesh and $\mathbf G$ over the reciprocal lattice, $\mathbf q+\mathbf G$ runs once over all vectors $h\mathbf n$ with integer $\mathbf n$. Likewise, the zone integral unfolds into an integral over all space. A prime on a sum means that the zero vector is omitted. Then

$$N^3(S_N-I)[E]=\sum_{\mathbf n}{}'\frac{e^{-\sigma^2h^2n^2}}{h^2n^2}-\int d^3n\,\frac{e^{-\sigma^2h^2n^2}}{h^2n^2}.$$

Write $e^{-\sigma^2Q^2}/Q^2=\int_{\sigma^2}^\infty e^{-tQ^2}dt$ and define $\theta(u)=\sum_{\mathbf n}e^{-un^2}$. The Gaussian integral is $\int d^3n\,e^{-un^2}=(\pi/u)^{3/2}$, so

$$N^3(S_N-I)[E]=\int_{\sigma^2}^{\infty}\left[\theta(h^2t)-1-\left(\frac{\pi}{h^2t}\right)^{3/2}\right]dt .$$

Poisson summation gives $\theta(u)=(\pi/u)^{3/2}\sum_{\mathbf m}e^{-\pi^2m^2/u}$. For $t<\sigma^2$ the bracket is therefore $-1$ plus terms no larger in exponential order than $e^{-L^2/(4\sigma^2)}$. Extending the integral down to zero adds $-\sigma^2$, which must be compensated by $+\sigma^2$. With $u=h^2t$,

$$N^3(S_N-I)[E]=\frac{Z}{h^2}+\sigma^2,\qquad Z=\int_0^\infty\left[\theta(u)-1-\left(\frac\pi u\right)^{3/2}\right]du, \tag{2}$$

up to exponentially small terms.

To evaluate $Z$, split at $u=\pi$. Above the split, $\theta-1$ gives $\sum'e^{-\pi n^2}/n^2$ and the last term gives $-2\pi$. Below it, $-1$ gives $-\pi$, and the Poisson form with $w=\pi^2/u$ gives

$$\int_\pi^\infty\sqrt{\frac{\pi}{w}}\,e^{-n^2w}dw=\frac{\pi}{n}\,\mathrm{erfc}(\sqrt\pi\,n),\qquad n=|\mathbf n| .$$

Hence

$$Z=-3\pi+\sum_{\mathbf n}{}'\left[\frac{e^{-\pi n^2}}{n^2}+\frac{\pi\,\mathrm{erfc}(\sqrt\pi\,n)}{n}\right]=-8.9136 .$$

The sum converges after a few shells. Since $1/(N^3h^2)=\Omega h/(2\pi)^3=\Omega/(4\pi^2L)$, the leading error of $A\,E$ is

$$\frac{A\Omega Z}{4\pi^2L}. \tag{3}$$

For bare exchange, $A\Omega=4\pi$, and (3) becomes $Z/(\pi L)=-2.8373/L$ hartree with $L$ in bohr.

This has a direct physical reading. The punctured sum is the Coulomb energy of a charge density in the field of itself, its copies at spacing $L$, and a uniform neutralizing background; dropping $\mathbf Q=0$ supplies the background. The copies and background bind the charge, so the positive self-energy comes out too small. Exchange then lowers an occupied level too little.

## Why filling the missing cell is insufficient

One might restore the omitted cell by integrating $A/q^2$ over it, replacing the cube by a sphere of equal volume. In units of $h$ its radius is $(3/4\pi)^{1/3}=0.6204$, and the integral is $4\pi\times0.6204=7.80$. The sum needs $-Z=8.91$. About one eighth of the first-order error remains.

The spherical shape is not the cause: among regions of equal volume the sphere centred on $\Gamma$ gives the largest integral of the decreasing function $1/q^2$, so the true cube would restore even less. The deficit must therefore come from the other cells, which are also integrated badly. A cell at distance $nh$ sees a function varying on the scale $nh$, which is comparable with $h$ for small $n$ on every mesh. The correction must therefore know how the whole mesh treats $1/q^2$. On this mesh the constant $Z$ carries that knowledge: subtracting (3) removes the first-order error, and for $F=AE$ equation (2) shows that $A\sigma^2/N^3$ remains. The same knowledge is obtained, without evaluating $Z$, by summing a reference function on the same mesh and comparing with its known integral.

## Constructing the reference function

The reference function $f$ must be periodic, smooth away from $\Gamma$, equal to $1/q^2$ at leading order there, and easy to average. Periodicity matters because a cutoff at the zone boundary would introduce new kinks. The lowest cosine harmonics of the cubic lattice suffice:

$$f(\mathbf q)=\frac{a^2/2}{D(\mathbf q)},\qquad D=3-\cos aq_x-\cos aq_y-\cos aq_z .$$

$D$ vanishes in the zone only when all three cosines equal 1, which is at $\Gamma$. Expanding the cosines,

$$D=\frac{a^2q^2}{2}\left[1-\frac{a^2}{12}\frac{\sum_iq_i^4}{q^2}+O(q^4)\right],$$

and therefore

$$f=\frac1{q^2}+\frac{a^2}{12}\frac{\sum_iq_i^4}{q^4}+O(q^2). \tag{4}$$

The second term is bounded but depends on direction.

For the average, use $1/D=\int_0^\infty e^{-tD}dt$. The integrand is positive, so the integrations may be exchanged, and the three angles $x_i=aq_i$ separate. Each gives a modified Bessel function, $\int_{-\pi}^{\pi}e^{t\cos x}dx/(2\pi)=I_0(t)$. Thus

$$I[f]=\frac{a^2}{2}\int_0^\infty\left[e^{-t}I_0(t)\right]^3dt=0.505462\,\frac{a^2}{2}. \tag{5}$$

At large $t$ the integrand falls as $t^{-3/2}$. The substitution $t=s^2$ makes the tail $s^{-2}$, and adaptive quadrature then gives the number quoted.

The corrected sum is

$$S_N^{c}[F]=S_N[F]+A\left(I[f]-S_N[f]\right), \tag{6}$$

where $S_N[f]$ omits $\Gamma$.

## Why the order becomes three

The error of (6) is the mesh error of $\Delta=F-Af$. After the inversion average, $\Delta$ is bounded near $\Gamma$ and obeys the derivative bounds in (1). Boundedness alone would not control the neighbouring cells; the derivative bounds do.

Choose a smooth $\eta(\mathbf q)$ equal to 1 for $|\mathbf q|<r_0/2$ and to 0 for $|\mathbf q|>r_0$, with $r_0<\pi/a$. The function $(1-\eta)\Delta$ is smooth and periodic, so its mesh error falls faster than any power of $h$. Divide the rest into shells,

$$\eta\Delta=\sum_{j\ge0}g_j,\qquad g_j=\left[\eta(2^j\mathbf q)-\eta(2^{j+1}\mathbf q)\right]\Delta .$$

The sum telescopes for $\mathbf q\ne0$. Shell $j$ lies within $r_j/4\le|\mathbf q|\le r_j$, where $r_j=2^{-j}r_0$. It has bounded height, and its derivatives of order $m$ are bounded by a constant times $r_j^{-m}$.

Poisson summation gives the mesh error of one shell:

$$h^3\sum_{\mathbf n}g_j(h\mathbf n)-\int g_j\,d^3q=\sum_{\mathbf m}{}'\hat g_j(L\mathbf m),\qquad \hat g_j(\mathbf R)=\int g_je^{-i\mathbf q\cdot\mathbf R}d^3q .$$

Integrating by parts with the Laplacian twice gives $|\hat g_j(\mathbf R)|\le C r_j^3/(r_jR)^4$. The sum $\sum'm^{-4}$ converges in three dimensions, and $L=2\pi/h$. The shell error is thus at most a constant times

$$r_j^3\left(\frac h{r_j}\right)^4=\frac{h^4}{r_j}.$$

For shells with $r_j\ge h$ these bounds form a geometric series dominated by $r_j\sim h$, and their sum is $O(h^3)$. Shells with $r_j<h$ contain no mesh point, and their integral is $O(h^3)$ because $\Delta$ is bounded. Any finite value kept or omitted at $\Gamma$ has weight $1/N^3$. Hence

$$S_N^c[F]-I[F]=O(N^{-3}).$$

The same argument applied to $F-AE$ shows that, for every $F$ in class (1), the naive error is (3) plus $O(N^{-3})$. With $A\ne0$ its order is therefore one. The bound for (6) is generally attained, as the next calculation shows.

## The remaining third-order term

The finite part in (4) must be separated into an average and an angular variation:

$$\frac{\sum_iq_i^4}{q^4}=\frac35+\frac{P(\mathbf q)}{q^4},\qquad P=\sum_iq_i^4-\frac35q^4 .$$

Since $\nabla^2\sum_iq_i^4=12q^2$ and $\nabla^2q^4=20q^2$, $P$ is harmonic and averages to zero over directions.

A reference for this variation is the periodic sum over $\mathbf G$ of

$$H(\mathbf Q)=P(\mathbf Q)\int_{\sigma^2}^\infty t\,e^{-tQ^2}dt .$$

Because $\int_0^\infty te^{-tQ^2}dt=Q^{-4}$, $H$ has the required angular term at small $Q$. Its integral vanishes. With $u=h^2t$, the factors of $h$ cancel, and its mesh sum multiplied by $N^3$ tends to

$$\zeta_4=\int_0^\infty u\sum_{\mathbf n}P(\mathbf n)e^{-un^2}du .$$

The correction is exponentially small. To see this, complete the square in the Fourier transform of $P(\mathbf x)e^{-ux^2}$. The mean-value property of harmonic polynomials replaces the Gaussian average of $P$ by its value at the shifted centre $-i\pi\mathbf m/u$:

$$\sum_{\mathbf n}P(\mathbf n)e^{-un^2}=\left(\frac\pi u\right)^{11/2}\sum_{\mathbf m}P(\mathbf m)e^{-\pi^2m^2/u}.$$

The term $\mathbf m=0$ vanishes. Splitting the integral at $\pi$ as before gives, with the upper incomplete gamma function,

$$\zeta_4=\sum_{\mathbf n}{}'P(\mathbf n)\left[\frac{(1+\pi n^2)e^{-\pi n^2}}{n^4}+\frac{\Gamma(7/2,\pi n^2)}{\pi^{3/2}n^7}\right]=1.1148 .$$

Now assign to each function at $\Gamma$ its finite part, meaning the directional average left after $1/q^2$ is removed. For $E$ this lowers the value used in (2) by $\sigma^2$, since $e^{-\sigma^2q^2}/q^2=1/q^2-\sigma^2+\ldots$; its scaled error becomes $Z/h^2$. Subtract from $f$ the function $E$, $a^2/12$ times the periodic $H$, and a constant. The remainder can be made $O(q^2)$, with value zero at $\Gamma$. The shell argument with six integrations by parts bounds its error by $r^5(h/r)^6$ per shell, hence by $O(h^5)$ in total. A constant has no error once its value at $\Gamma$ is included. Finally, $S_N[f]$ omits the finite part $(a^2/12)(3/5)=a^2/20$. Therefore

$$N^3(S_N-I)[f]=\frac Z{h^2}+\frac{a^2\zeta_4}{12}-\frac{a^2}{20}+O(N^{-2}). \tag{7}$$

For $F=AE$, subtracting $A$ times (7) from $A$ times (2) cancels $Z$:

$$S_N^c[F]-I[F]=\frac A{N^3}\left[\sigma^2+\frac{a^2}{20}-\frac{a^2\zeta_4}{12}\right]+O(N^{-5}). \tag{8}$$

## The algorithm

1. Evaluate (5) once for the lattice.
2. Sum $F$ on the mesh, dropping the divergent term, and divide by $N^3$.
3. Sum $f$ on the same mesh without $\Gamma$.
4. Add the correction in (6).

Equivalently, the divergent term is replaced by the finite value

$$v_\Gamma=A\left(N^3I[f]-\sum_{\mathbf q\ne0}f(\mathbf q)\right).$$

By (7) this value grows as $N^2$, and its weight $1/N^3$ leaves the required $1/N$ contribution. It depends on the mesh and is not a limit of $F$.

## A filled band of Gaussian orbitals

Take one spin-paired flat band built from an orbital with density $|\varphi|^2=(2\pi\sigma^2)^{-3/2}e^{-r^2/(2\sigma^2)}$ in each cell, with $\sigma=1$ bohr and $a=10$ bohr. Neighbouring orbitals overlap by $e^{-a^2/(8\sigma^2)}=3.7\times10^{-6}$, which is neglected. The form factor is then $M(\mathbf Q)=e^{-\sigma^2Q^2/2}$, so $F=AE$ with $A=4\pi/1000=0.0125664$ hartree bohr$^{-2}$. Unfolding the zone gives the Coulomb repulsion integral of the density with itself, which is twice its classical electrostatic self-energy,

$$U=I[F]=\int\frac{d^3Q}{(2\pi)^3}\frac{4\pi e^{-\sigma^2Q^2}}{Q^2}=\frac2\pi\int_0^\infty e^{-\sigma^2Q^2}dQ=\frac1{\sigma\sqrt\pi}=0.564190\ \text{hartree}.$$

Each of the two spins contributes $-U/2$, so the exchange energy per cell is $-U=-0.564190$ hartree, or $-15.352$ eV.

For $N=8$, explicit summation over $\mathbf q$ and $\mathbf G$ gives $S_N[F]=0.528748$ hartree. Equation (5) gives $I[f]=50\times0.505462=25.2731$ bohr$^2$. The value assigned to $\Gamma$ is $v_\Gamma=18.0958$ hartree, which contributes $18.0958/512=0.035343$ hartree. The corrected result is

$$0.528748+0.035343=0.564091\ \text{hartree}.$$

Errors relative to $U$, in hartree, are:

| $N$ | naive | corrected |
|---:|---:|---:|
| 2 | $-1.40\times10^{-1}$ | $-1.25\times10^{-2}$ |
| 4 | $-7.07\times10^{-2}$ | $-1.36\times10^{-3}$ |
| 8 | $-3.54\times10^{-2}$ | $-9.83\times10^{-5}$ |
| 16 | $-1.77\times10^{-2}$ | $-1.06\times10^{-5}$ |
| 32 | $-8.87\times10^{-3}$ | $-1.28\times10^{-6}$ |

The observed order is the base-two logarithm of the error ratio on doubling $N$. For the naive sum it rises from 0.988 to 1.000. For the corrected sum it is 3.20, 3.79, 3.21 and 3.05: the coarse meshes are not yet in the asymptotic regime. Equation (8) predicts the limiting coefficient,

$$0.0125664\,(1+5-9.2900)=-0.04134\ \text{hartree}.$$

At $N=32$, $N^3$ times the error is $-0.04184$ hartree, about 1% larger in magnitude, as a remaining $N^{-5}$ term permits.

By (3), a naive error below 1 millihartree requires $N>2.8373/(10\times10^{-3})$, or $N=284$. The corrected sum is slightly above that limit at $N=4$ and well below it at $N=8$.

## Where the third order holds, and where it is lost

A direction-dependent bounded remainder does not spoil the result. For the integrand $f\exp[-0.7(1-\cos aq_x)]$, which lacks cubic symmetry but has isotropic $A=1$, the ratio of successive differences of corrected sums at $N=32,64,128$ gives order 3.00.

An even $1/|\mathbf q|$ term does spoil it. Dimensional counting gives $h^3h^{-1}=h^2$, and subtraction of $Af$ leaves this term untouched. The function $\sqrt f$, treated with the same three meshes, gives order 2.00. Such a term can arise in the $\mathbf k$-averaged exchange of a metal: a displacement $\mathbf q$ carries a fraction of occupied states proportional to $|\mathbf q|$ across the Fermi surface, and this fraction multiplies $1/q^2$.

If $A$ depends on direction, an isotropic $f$ leaves a remainder still of size $1/q^2$, and the argument guarantees only first order. Part of this dependence is harmless. The zone and the mesh are invariant under the cubic point group, so averaging $F$ over that group changes neither the integral nor the sum. A coefficient $\hat{\mathbf q}\cdot T\hat{\mathbf q}$ averages to $\mathrm{tr}\,T/3$, and the isotropic $f$ with that value of $A$ keeps the third order. Angular dependence that survives the average, as that of $\hat q_x^4$ or of $1/(\hat{\mathbf q}\cdot\varepsilon\hat{\mathbf q})$ with anisotropic $\varepsilon$, in general leaves a first-order error when $A$ is set to its directional mean. By the counting of the first section that error is a pure number times $h$. It can therefore be removed either by a reference function that reproduces the angular dependence or by the isotropic $f$ with a coefficient matched to that number. For $\varepsilon=\mathrm{diag}(1,1,4)$, the steps leading to (2), with $n^2$ replaced by $\mathbf n\cdot\varepsilon\mathbf n$, give a constant $Z_\varepsilon=-4.6075$; the coefficient $Z_\varepsilon/Z=0.51691$, in place of the mean $0.605$, restores the third order. The ratio must be carried unrounded, because any rounding leaves a proportionally small first-order term that dominates on fine meshes.

In a cubic insulator the macroscopic dielectric tensor is isotropic, so the head of the screened interaction at imaginary frequency is $4\pi/[\Omega\,\varepsilon_M(i\omega)q^2]$. On a simple cubic lattice the same $f$ applies with $A$ multiplied by $1/\varepsilon_M(i\omega)$ and by the accompanying Green-function factor at $\mathbf q=0$. Face-centred and body-centred cubic lattices need a reference function of their own: with $a$ the cube edge, the $D$ used here also vanishes at $(2\pi/a)(1,0,0)$, which is not a reciprocal-lattice vector of either lattice. For a smooth, nondegenerate band, the change of its energy linear in $\mathbf q$ produces an odd term of the kind allowed in (1). The third order then holds at each frequency for which the remaining factors satisfy the bounds in (1).
